# Planar Dirac levels in sech-squared and exponential magnetic fields

## Problem

A massless electron of charge $-e$ moves in the $xy$ plane with

$$H=v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A),\qquad \mathbf A=(0,A(x)),\qquad B=\frac{dA}{dx}.$$

Consider two fields, with $B_0>0$ and the gauge fixed as shown:

1. $B=B_0/\cosh^2(x/a)$, with $A=B_0a\tanh(x/a)$.
2. $B=B_0e^{-x/a}$, with $A=-B_0a\,e^{-x/a}$.

For states $\psi=e^{iky}(\psi_1(x),\psi_2(x))$, find all bound levels at given $k$. Which of them depend on $k$, and for which $k$ do they exist?

## Reduction to one dimension

Let $s=x/a$, $\kappa=ka$, $\beta=eB_0a^2/\hbar$ and $E=(\hbar v/a)\varepsilon$, and define

$$w(s)=\kappa+\frac{eaA}{\hbar}=\begin{cases}\kappa+\beta\tanh s & \text{(field 1)}\\ \kappa-\beta e^{-s} & \text{(field 2)}.\end{cases}$$

Since $\sigma_xp_x+\sigma_y\pi$ has off-diagonal elements $p_x\mp i\pi$, with $p_x=-i\hbar\,d/dx$, the eigenvalue equation reads

$$\varepsilon\psi_1=-i\left(\frac{d}{ds}+w\right)\psi_2,\qquad \varepsilon\psi_2=-i\left(\frac{d}{ds}-w\right)\psi_1 .$$

Setting $\psi_1=-iu$ and $\psi_2=l$ removes the factors of $i$:

$$\varepsilon u=\mathcal A\,l,\quad \varepsilon l=\mathcal A^\dagger u,\qquad \mathcal A=\frac{d}{ds}+w,\quad \mathcal A^\dagger=-\frac{d}{ds}+w. \tag{1}$$

Eliminating one component gives $\mathcal A^\dagger\mathcal A\,l=\varepsilon^2l$ and $\mathcal A\mathcal A^\dagger u=\varepsilon^2u$. For example,

$$\mathcal A^\dagger\mathcal A\,l=-l''-(wl)'+wl'+w^2l=-l''+(w^2-w')\,l .$$

The potentials for $l$ and $u$ are therefore $V_-=w^2-w'$ and $V_+=w^2+w'$.

The two operators share their nonzero bound levels. If $\mathcal A^\dagger\mathcal A\,l=\varepsilon^2l$ with $\varepsilon\neq0$, then $\mathcal A\,l$ solves the partner equation, and its squared norm is $\varepsilon^2$ times that of $l$. The same argument works in reverse.

## A tempting solution

Take field 1. At $k=0$, $w=\beta\tanh s$, and

$$V_+(\beta)-V_-(\beta-1)=\beta^2-(\beta-1)^2=2\beta-1 .$$

The partner potential is the original one with $\beta$ lowered by one, plus a constant. Adding the constants for $\beta,\beta-1,\dots,\beta-n+1$ gives $\varepsilon_n^2=n(2\beta-n)$. In a uniform field $k$ merely moves the centre of the orbit, so one may argue that the result holds for every $k$ and that all levels are flat.

Take the model parameters $v=10^6$ m/s, $B_0=10$ T and $a=20$ nm. They give $\beta=6.077$ and $\hbar v/a=32.911$ meV. The argument then predicts

$$E_1=32.911\sqrt{2(6.077)-1}\ \text{meV}=109.9\ \text{meV}$$

at every $k$.

## Where it fails

Repeat the comparison with $\kappa\neq0$ held fixed. From $\tanh^2s=1-\operatorname{sech}^2s$,

$$V_\mp=\kappa^2+\beta^2+2\kappa\beta\tanh s-\beta(\beta\pm1)\operatorname{sech}^2s .$$

Lowering $\beta$ alone now leaves

$$V_+(\beta)-V_-(\beta-1)=2\beta-1+2\kappa\tanh s ,$$

which is not a constant. The $k=0$ calculation is correct, but its extension to other $k$ is not. The quantity to be preserved along the chain is the coefficient of $\tanh s$, namely $2\kappa\beta$, so the constant part of $w$ must change whenever $\beta$ does.

## The zero level

At $\varepsilon=0$ equations (1) decouple into $l'=-wl$ and $u'=wu$, so $l=\exp(-\int w\,ds)$ and $u=\exp(+\int w\,ds)$.

For field 1,

$$l_0=e^{-\kappa s}\cosh^{-\beta}s ,$$

which behaves as $e^{-(\beta+\kappa)s}$ on the far right and $e^{(\beta-\kappa)s}$ on the far left. It is normalizable if and only if $|\kappa|<\beta$. The other solution, $u=1/l_0$, fails to decay on at least one side for every $\kappa$.

For field 2,

$$l_0=\exp(-\kappa s-\beta e^{-s}),$$

which is normalizable if and only if $\kappa>0$. Its reciprocal diverges on the left.

The zero level is thus flat inside a window of $k$ and absent outside it. This argument uses only the behaviour of $w$ at the two ends, not shape invariance. As a check, the bump $1.5\,e^{-(s-0.7)^2}$ was added to $w$ of field 1. At $k=0.100$ nm$^{-1}$ the zero level stays at zero, while the first level moves from 101.03 to 105.56 meV.

## Higher levels in the sech-squared field

Keep $c=\kappa\beta$ fixed and use the family

$$w_b=b\tanh s+\frac cb,\qquad V_\mp(b)=b^2+\frac{c^2}{b^2}+2c\tanh s-b(b\pm1)\operatorname{sech}^2s ,$$

which starts at $b=\beta$. Both $V_+(b)$ and $V_-(b-1)$ contain $-b(b-1)\operatorname{sech}^2s$ and the same $\tanh s$ term. Hence

$$V_+(b)=V_-(b-1)+R(b),\qquad R(b)=b^2+\frac{c^2}{b^2}-(b-1)^2-\frac{c^2}{(b-1)^2}.$$

Each step exposes the zero mode of the next $V_-$, raised by the constants collected so far. The sum telescopes:

$$\varepsilon_n^2=\sum_{j=0}^{n-1}R(\beta-j)=\beta^2+\kappa^2-(\beta-n)^2-\frac{\kappa^2\beta^2}{(\beta-n)^2}.$$

Now $\beta^2-(\beta-n)^2=n(2\beta-n)$, and the two $\kappa^2$ terms combine to $-\kappa^2n(2\beta-n)/(\beta-n)^2$. Therefore

$$\boxed{\varepsilon_n^2=n(2\beta-n)\left[1-\frac{\kappa^2}{(\beta-n)^2}\right],\quad n<\beta,\quad |\kappa|<\frac{(\beta-n)^2}{\beta}} \tag{2}$$

The last condition is the normalizability of $e^{-cs/b}\cosh^{-b}s$, which requires $|c|<b^2$ at $b=\beta-n$. Levels with $n\ge1$ occur with both signs of $\varepsilon$; $n=0$ is a single level.

It remains to show that nothing is missed when the chain stops. Reflection $s\to-s$ changes the sign of $c$ in the potential, so take $c\ge0$. Measured from its lower asymptote, the last potential is

$$U=2c(1+\tanh s)-b(b+1)\operatorname{sech}^2s .$$

- If $-1<b\le0$, then $U\ge0$ and there is no level below zero. This form also covers $b=0$, where $c/b$ is undefined.
- If $b>0$ and $c=b^2$, then $U=w^2-w'$ with $w=b(1+\tanh s)$. The operator is $\mathcal A^\dagger\mathcal A\ge0$, so again there is no negative level. For $c>b^2$, $U$ is larger still.

At or above this threshold, solutions on the open side oscillate, tend to a constant or grow linearly, so they cannot be normalized there unless they vanish.

## Higher levels in the exponential field

Here the constant part of $w$ is the parameter to shift. With $w_q=q-\beta e^{-s}$, starting at $q=\kappa$,

$$V_\mp(q)=q^2-(2q\pm1)\beta e^{-s}+\beta^2e^{-2s}.$$

The coefficient $2q-1$ in $V_+(q)$ equals $2(q-1)+1$ in $V_-(q-1)$, so the remainder is $q^2-(q-1)^2=2q-1$. Summing gives $\kappa^2-(\kappa-n)^2$, or

$$\boxed{\varepsilon_n^2=n(2\kappa-n),\qquad 0\le n<\kappa} \tag{3}$$

The condition is the normalizability of the zero mode at $q=\kappa-n$. When the chain stops, $q\le0$. At $q=0$ the operator is $\mathcal A^\dagger\mathcal A\ge0$ with threshold zero. For $q<0$ the potential measured from its threshold $q^2$ is larger, so no further level exists.

The field strength has dropped out of (3). Writing $s=s'+\ln\beta$ turns $w$ into $\kappa-e^{-s'}$, so changing $B_0$ only translates the states. This holds at fixed $k$ in the stated gauge, where $A\to0$ on the far right.

## Why the higher levels disperse

Since $\partial H/\partial(\hbar k)=v\sigma_y$, the velocity along $y$ is

$$\frac{dE}{d(\hbar k)}=v\langle\sigma_y\rangle=v\,\frac{2\int ul\,ds}{\int(u^2+l^2)\,ds}.$$

For $n=0$, $u=0$ and the velocity vanishes. For $n\ge1$, differentiating (2) and (3) gives

$$\frac{d\varepsilon_n}{d\kappa}=-\frac{\kappa\,n(2\beta-n)}{(\beta-n)^2\,\varepsilon_n}\quad\text{(field 1)},\qquad \frac{d\varepsilon_n}{d\kappa}=\frac{n}{\varepsilon_n}\quad\text{(field 2)},$$

for positive $\varepsilon_n$. The signs have a simple origin. If the field varies slowly across the orbit, the orbit is centred close to the point where $w(s_0)=0$. Around this point $w\approx w'(s_0)(s-s_0)$, and $\mathcal A^\dagger\mathcal A$ becomes an oscillator with levels

$$\varepsilon_n^2\approx w'(s_0)(2n+1)-w'(s_0)=2n\,w'(s_0).$$

This is the Landau level of the local field. In field 1, $w'(s_0)=\beta(1-\kappa^2/\beta^2)$: a larger $|k|$ moves the orbit into a weaker field and the level falls. In field 2, $w'(s_0)=\kappa$: a larger $k$ moves it into a stronger field and the level rises. The zero level has $n=0$ and does not depend on the local field.

## Reading the numbers

For field 1 at $k=0.100$ nm$^{-1}$, $\kappa=2$ and

$$\varepsilon_1^2=11.154\left(1-\frac{4}{25.78}\right)=9.42,\qquad E_1=3.070\times32.911\ \text{meV}=101.0\ \text{meV}.$$

The tempting solution gave 109.9 meV. The velocity is $-0.282\,v$, not zero. The local Landau estimate, 108.3 meV, is 7% above the correct level: the field changes appreciably across the orbit.

For field 2 at $k=0.125$ nm$^{-1}$, $\kappa=2.5$, so $\varepsilon_1^2=4$ and $\varepsilon_2^2=6$. The levels are 65.8 and 80.6 meV, and the $n=1$ velocity is $0.5\,v$. Here the local estimate, 73.6 meV, is 12% too high.

Direct integration of (1), with its results in the numerical output below, tests both the number and the positions of the levels. The largest deviation from (2) and (3) is about $2\times10^{-6}$ meV.

## Limits and conditions

**Ends of the branches.** In field 1 the continuum begins at $|\varepsilon|=\beta-|\kappa|$ inside the zero-level window. At $|\kappa|=(\beta-n)^2/\beta$, both this edge and (2) give $\varepsilon=n(2\beta-n)/\beta$. For $\kappa>0$ both slopes are $-1$, so a branch with $n\ge1$ joins the continuum tangentially. The $n=1$ branch ends at $|k|=0.212$ nm$^{-1}$, while the zero level survives up to $0.304$ nm$^{-1}$. In field 2 the edge is $\varepsilon=\kappa$, and branch $n\ge1$ meets it at $\kappa=n$ with slope $+1$.

**Uniform field.** Let $a\to\infty$ in field 1 at fixed $k$, $n$ and $B_0$. Then $\beta\to\infty$ and $\kappa/\beta\to0$, and (2) gives $E_n^2\to2n\,e\hbar v^2B_0$. All levels become flat, and the tempting conclusion is recovered. For the parameters above this limit gives 114.7 meV for $n=1$, against 109.9 meV at $k=0$ for finite $a$.

**Number of zero states.** For length $L$ along $y$, allowed $k$ values are spaced by $2\pi/L$. The window of width $2\beta/a$ therefore holds $\beta/(\pi a)=0.0967$ states per nm. The flux per unit length is $2B_0a$, and dividing it by $h/e$ gives the same number: one zero state per flux quantum.

**Added terms.** A uniform mass term $\Delta\sigma_z$ moves the zero level to $-\Delta$, because the state has only a lower component; it remains flat. A scalar potential $V(x)$ shifts it to first order by the average of $V$ over $l_0^2$. That average generally changes as $k$ moves the state, so the flatness is then lost.

## Values computed for the example and the checks

```
speed v = 1.0e+06 m/s
peak or reference field B0 = 10.0 T
field width a = 20.0 nm
magnetic length at B0 = 8.113 nm
beta = 6.0771 (dimensionless)
energy unit hbar v/a = 32.911 meV
uniform-field n=1 level at B0 = 114.74 meV
sech^2 field: levels n=0,1,2,... from the Dirac equation
  k = 0.000 1/nm: 0.00, 109.91, 148.31, 172.47, 187.96, 196.83, 199.98 meV
  k = 0.050 1/nm: 0.00, 107.76, 143.78, 163.11 meV
  k = 0.100 1/nm: 0.00, 101.03, 129.24 meV
  k = 0.200 1/nm: 0.00, 67.69 meV
  k = 0.349 1/nm: 0 bound levels
  zero level exists for |k| < 0.3039 1/nm
  n=1 branch ends at |k| = 0.2121 1/nm
exponential field: levels n=0,1,2,... from the Dirac equation
  k = 0.015 1/nm: 0.00 meV
  k = 0.075 1/nm: 0.00, 46.54 meV
  k = 0.125 1/nm: 0.00, 65.82, 80.61 meV
  k = 0.175 1/nm: 0.00, 80.61, 104.07, 114.01 meV
  k = -0.050 1/nm: no bound level
  at B0 = 3.291 T, k = 0.125 1/nm: n=1 at 65.82 meV
largest level error, Dirac minus formula = 2.2e-06 meV
distorted sech^2 field, w gains 1.5 exp[-(x/a-0.7)^2]:
  k = 0.050 1/nm: n=0 at 0.00 meV, n=1 at 114.78 meV
  k = 0.100 1/nm: n=0 at 0.00 meV, n=1 at 105.56 meV
n=1 velocity along y, from the spinor:
  sech^2, k = 0.050 1/nm: -0.1322 v
  sech^2, k = 0.100 1/nm: -0.2819 v
  sech^2, k = 0.200 1/nm: -0.8415 v
  exponential, k = 0.075 1/nm: 0.7071 v
  exponential, k = 0.125 1/nm: 0.5000 v
  exponential, k = 0.175 1/nm: 0.4082 v
guiding centre and local n=1 Landau level:
  sech^2, k = 0.100 1/nm: x0 = -6.84 nm, E = 108.34 meV
  exponential, k = 0.125 1/nm: x0 = 17.76 nm, E = 73.59 meV
sech^2 zero states per length along y = 0.0967 1/nm
sech^2 flux quanta per length along y = 0.0967 1/nm
```
